# Counting the lowest states of an acceptor-bound exciton in silicon: a numerical check

```python
# Result under test: an exciton on a neutral Si acceptor (two holes in one
# quartet shell, one electron in six valleys with spin) has 72 lowest states,
# which the site group Td splits into at most 12 doublets and 12 quartets.
# Symbols: D = E(J=2)-E(J=0) of the hole pair; delta, delta_opp = valley-orbit
# couplings of adjacent and opposite valleys; g(T) = effective state number;
# Eb = exciton localization energy; M = exciton mass; NA = acceptor density.
import itertools
from collections import Counter
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, block_diag
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
spin = sigma / 2
orb = np.zeros((3, 3, 3), dtype=complex)
for p in itertools.permutations(range(3)):
    orb[p] = -1j * np.linalg.det(np.eye(3)[list(p)])


def degeneracies(h, tol=1e-8):
    """Degeneracies of the levels of h, from the lowest upwards."""
    e = np.linalg.eigvalsh(h)
    cuts = np.where(np.diff(e) > tol)[0] + 1
    return [len(part) for part in np.split(e, cuts)]


def invariant_hamiltonian(rep):
    """Random Hermitian matrix averaged over the symmetry group."""
    n = rep[0].shape[0]
    x = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    x = (x + x.conj().T) / 2
    h = sum(u @ x @ u.conj().T for u in rep) / len(rep)
    return (h + h.conj().T) / 2


# Site group Td: signed permutations of x, y, z with an even number of minuses
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(group) == 24
dets = [round(np.linalg.det(r)) for r in group]
spin_rep = []
for r, d in zip(group, dets):
    w = Rotation.from_matrix(d * r).as_rotvec()
    spin_rep.append(expm(-1j * np.einsum('a,aij->ij', w, spin)))

# One hole: p-like band top with spin, split by spin-orbit coupling
ls = sum(np.kron(orb[a], spin[a]) for a in range(3))
band_degs = degeneracies(-ls)          # hole energy: band top is lowest
assert band_degs == [4, 2]
vals, vecs = np.linalg.eigh(ls)
quartet = vecs[:, vals > 0]
band_rep = [np.kron(r, u) for r, u in zip(group, spin_rep)]
hole_rep = [quartet.conj().T @ b @ quartet for b in band_rep]
assert all(np.allclose(h @ h.conj().T, np.eye(4)) for h in hole_rep)
J = [quartet.conj().T @ (np.kron(orb[a], np.eye(2)) +
     np.kron(np.eye(3), spin[a])) @ quartet for a in range(3)]
assert np.allclose(sum(j @ j for j in J), 15 / 4 * np.eye(4))

# Split-off admixture leaves the lowest acceptor level a quartet
split_off = (np.eye(6) / 2 - ls) / 1.5
envelope_rep = [np.kron(block_diag(np.eye(1), r), b)
                for r, b in zip(group, band_rep)]
split_all = np.kron(np.eye(4), split_off)
h_acc = (44 * split_all + 30 * np.kron(np.diag([0, 1, 1, 1]), np.eye(6))
         + 10 * invariant_hamiltonian(envelope_rep))
ground = np.linalg.eigh(h_acc)[1][:, :4]
admixture = np.trace(ground.conj().T @ split_all @ ground).real / 4
assert degeneracies(h_acc)[0] == 4 and admixture > 1e-5

# Hole pairs by fermion operators in Fock space
lower, parity = np.array([[0, 1], [0, 0]]), np.diag([1, -1])
ann = []
for i in range(4):
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, parity if k < i else lower if k == i else np.eye(2))
    ann.append(op)
number = np.diag(sum(c.T @ c for c in ann)).round().astype(int)
J_fock = [sum(j[m, n] * ann[m].T @ ann[n] for m in range(4)
              for n in range(4)) for j in J]
two = np.where(number == 2)[0]
J2 = sum(j @ j for j in J_fock)[np.ix_(two, two)]
pair_J2 = np.linalg.eigvalsh(J2)
assert np.allclose(pair_J2, [0] + [6] * 5)

# The same pairs as antisymmetric products; exchange acts on hole labels only
anti = np.zeros((16, 6))
for col, (m, n) in enumerate(itertools.combinations(range(4), 2)):
    anti[4 * m + n, col], anti[4 * n + m, col] = 2**-0.5, -2**-0.5
swap = np.zeros((16, 16))
for m, n in itertools.product(range(4), repeat=2):
    swap[4 * n + m, 4 * m + n] = 1
projector = np.kron((np.eye(16) - swap) / 2, np.eye(12))
total_states = np.linalg.matrix_rank(projector)
assert total_states == 72
pair_rep = [anti.T @ np.kron(h, h) @ anti for h in hole_rep]


def pair_count(modes):
    """Two-fermion states found by listing all occupation patterns."""
    return sum(bin(b).count('1') == 2 for b in range(2**modes))


pairs_one_shell, pairs_two_shells = pair_count(4), pair_count(8)
different_orbitals = pairs_two_shells - 2 * pairs_one_shell
assert different_orbitals == 16
count_with_split_off = pair_count(6) * 12
assert count_with_split_off == 180

# Six valleys on the cube axes
valleys = np.vstack([np.eye(3), -np.eye(3)])
valley_rep = [np.array([[float(np.allclose(r @ k, q)) for k in valleys]
                        for q in valleys]) for r in group]
h_pair = invariant_hamiltonian(pair_rep)
h_valley = invariant_hamiltonian(valley_rep)
assert sorted(degeneracies(h_pair)) == [1, 2, 3]
assert sorted(degeneracies(h_valley)) == [1, 2, 3]

# Full manifold: general symmetric Hamiltonian, characters, magnetic field
full_rep = [np.kron(p, np.kron(v, u))
            for p, v, u in zip(pair_rep, valley_rep, spin_rep)]
h_full = invariant_hamiltonian(full_rep)
level_count = Counter(degeneracies(h_full))
assert level_count == {2: 12, 4: 12}
chi = np.array([np.trace(u) for u in full_rep])
for r, c in zip(group, chi):
    assert np.isclose(abs(c), 72 if np.allclose(r, np.eye(3)) else 0)
chi6 = np.array([np.trace(u) for u in spin_rep])
chi8 = np.array([np.trace(u) for u in hole_rep])
mult = [np.mean(chi * np.conj(x)).real for x in (chi6, chi6 * dets, chi8)]
assert np.allclose(mult, [6, 6, 12])
h_uncoupled = (np.kron(h_pair, np.eye(12)) +
               np.kron(np.eye(6), np.kron(h_valley, np.eye(2))))
uncoupled = sorted(degeneracies(h_uncoupled))
assert uncoupled == sorted(a * b for a in (1, 2, 3) for b in (2, 4, 6))
direction = np.array([0.36, 0.48, 0.80])
J_pair = [anti.T @ (np.kron(j, np.eye(4)) + np.kron(np.eye(4), j)) @ anti
          for j in J]
zeeman = sum(direction[a] * (np.kron(J_pair[a], np.eye(12)) +
             np.kron(np.eye(36), sigma[a])) for a in range(3))
field_levels = len(degeneracies(h_full + 0.05 * zeeman))
assert field_levels == 72

# Worked example: rough, round parameters for a shallow acceptor in Si
kB = sc.k / sc.e * 1e3                       # meV/K
delta, delta_opp, D_size = 0.05, 0.04, 1.0   # meV
Eb, mass_ratio, NA = 5.0, 0.6, 1e15          # meV, electron masses, cm^-3
M = mass_ratio * sc.m_e
valley_h = np.zeros((6, 6))
for a, b in itertools.permutations(range(6), 2):
    valley_h[a, b] = -delta_opp if abs(a - b) == 3 else -delta
E_A1, E_E, E_T2 = -4*delta - delta_opp, 2*delta - delta_opp, delta_opp
assert np.allclose(np.linalg.eigvalsh(valley_h),
                   sorted([E_A1] + [E_E] * 2 + [E_T2] * 3))
JJ = anti.T @ sum(np.kron(j, j) for j in J) @ anti


def g_formula(T, D):
    """Effective number of states from the factorized sum."""
    pair = np.array([0.0, D]) - min(0.0, D)
    el = np.array([E_A1, E_E, E_T2]) - E_A1
    return (np.dot([1, 5], np.exp(-pair / (kB * T))) *
            np.dot([2, 4, 6], np.exp(-el / (kB * T))))


def g_direct(T, D):
    """Effective number of states from the 72 eigenvalues."""
    h = (np.kron(D / 3 * JJ, np.eye(12)) +
         np.kron(np.eye(6), np.kron(valley_h, np.eye(2))))
    e = np.linalg.eigvalsh(h)
    return np.exp(-(e - e[0]) / (kB * T)).sum()


def wavelength(T):
    """Thermal wavelength of the free exciton in cm."""
    return 100 * np.sqrt(2 * np.pi * sc.hbar**2 / (M * sc.k * T))


def bound_to_free(T, g):
    return NA * wavelength(T)**3 * g * np.exp(Eb / (kB * T)) / (4 * 48)


temps = (2.0, 4.2, 10.0, 20.0)
for T in temps:
    for D in (D_size, -D_size):
        assert np.isclose(g_formula(T, D), g_direct(T, D), rtol=1e-10)
assert abs(g_direct(1e6, D_size) - 72) < 1e-3
assert abs(g_direct(0.02, D_size) - 2) < 1e-6
assert abs(g_direct(0.02, -D_size) - 10) < 1e-6

# One exciton in a periodic box with acceptors: explicit sum over momenta
box = 1e-6                                  # m
k = 2 * np.pi * np.arange(-400, 401) / box
for T in (4.2, 10.0, 20.0):
    one_axis = np.exp(-sc.hbar**2 * k**2 / (2 * M * sc.k * T)).sum()
    sites = NA * (100 * box)**3
    bound = sites * g_direct(T, -D_size) * np.exp(Eb / (kB * T))
    free = 4 * 48 * one_axis**3
    assert np.isclose(bound / free, bound_to_free(T, g_formula(T, -D_size)),
                      rtol=1e-8)

# Sizes of neglected effects
radius, lifetime, n_free = 5e-7, 1e-6, 1e9   # cm, s, cm^-3


def release_time(T, g):
    """Detailed balance with a geometric capture cross-section, in s."""
    speed = 100 * np.sqrt(8 * sc.k * T / (np.pi * M))
    return bound_to_free(T, g) / (np.pi * radius**2 * speed * NA)


for D in (D_size, -D_size):
    assert release_time(10.0, g_formula(10.0, D)) < lifetime
    assert release_time(4.2, g_formula(4.2, D)) > lifetime
spacing = 0.554 * NA**(-1 / 3)

print("Band-top and split-off hole degeneracies:", band_degs)
print("Hole-pair states in one quartet shell:", len(two))
print("Hole-pair J(J+1) values:", [int(round(x)) for x in pair_J2])
print("Pair states with holes in different orbitals:", different_orbitals)
print("Valley degeneracies (sorted):", sorted(degeneracies(h_valley)))
print("Bound-exciton states in all:", total_states)
print("States if the split-off doublet is opened:", count_with_split_off)
print("Multiplicities of Gamma6, Gamma7, Gamma8:",
      [int(round(x)) for x in mult])
print("Doublets, quartets:", level_count[2], level_count[4])
print("Degeneracies without electron-hole coupling:", uncoupled)
print("Distinct levels in a general magnetic field:", field_levels)
print(f"Split-off weight in random-mixing test: {admixture:.2e}")
print(f"Input hole-pair splitting: {D_size:.2f} meV, either sign")
print(f"Input delta, delta_opp: {delta:.2f}, {delta_opp:.2f} meV")
print(f"Valley-orbit A1, E, T2: {E_A1:.2f}, {E_E:.2f}, {E_T2:.2f} meV")
print(f"Input Eb: {Eb:.1f} meV; exciton mass: {mass_ratio:.1f} m_e")
print(f"Input acceptor density: {NA:.1e} cm^-3")
for T in temps:
    print(f"T = {T:.1f} K: kT = {kB*T:.3f} meV; g (J=0 lowest) = "
          f"{g_formula(T, D_size):.2f}; g (J=2 lowest) = "
          f"{g_formula(T, -D_size):.2f}")
print(f"Pauli factor 72/(4*48): {total_states/(4*48):.3f}")
for T in temps[1:]:
    g0, g2 = g_formula(T, D_size), g_formula(T, -D_size)
    print(f"T = {T:.1f} K: thermal wavelength = {wavelength(T)*1e7:.1f} nm")
    print(f"  bound/free, J=0 lowest: {bound_to_free(T, g0):.3g}; "
          f"J=2 lowest: {bound_to_free(T, g2):.3g}; "
          f"with g=72: {bound_to_free(T, 72):.3g}")
    print(f"  release time, J=0 lowest: {release_time(T, g0)*1e9:.3g} ns; "
          f"J=2 lowest: {release_time(T, g2)*1e9:.3g} ns")
    print(f"  weight per state at dissociation edge: {np.exp(-Eb/(kB*T)):.2e}")
    print(f"  free-exciton factor, half raised by 0.3 meV: "
          f"{(1 + np.exp(-0.3/(kB*T)))/2:.3f}")
    print(f"  acceptor occupation, J=2 lowest: "
          f"{bound_to_free(T, g2)*n_free/NA:.2e}")
print(f"Rough bound-exciton lifetime: {lifetime*1e9:.0f} ns")
print(f"Assumed free-exciton density: {n_free:.1e} cm^-3")
print(f"Assumed capture radius: {radius*1e7:.1f} nm")
print(f"Split-off weight at 20 K (44 meV): {np.exp(-44/(kB*20)):.1e}")
print(f"Valley shift, 9 eV times strain 1e-5: {9e3*1e-5:.2f} meV")
print(f"Mean acceptor spacing: {spacing*1e7:.1f} nm; "
      f"overlap factor exp(-R/a): {np.exp(-spacing/radius):.1e}")
print("done: every assertion held")
```

Running it gives:

```
Band-top and split-off hole degeneracies: [4, 2]
Hole-pair states in one quartet shell: 6
Hole-pair J(J+1) values: [0, 6, 6, 6, 6, 6]
Pair states with holes in different orbitals: 16
Valley degeneracies (sorted): [1, 2, 3]
Bound-exciton states in all: 72
States if the split-off doublet is opened: 180
Multiplicities of Gamma6, Gamma7, Gamma8: [6, 6, 12]
Doublets, quartets: 12 12
Degeneracies without electron-hole coupling: [2, 4, 4, 6, 6, 8, 12, 12, 18]
Distinct levels in a general magnetic field: 72
Split-off weight in random-mixing test: 6.85e-04
Input hole-pair splitting: 1.00 meV, either sign
Input delta, delta_opp: 0.05, 0.04 meV
Valley-orbit A1, E, T2: -0.24, 0.06, 0.04 meV
Input Eb: 5.0 meV; exciton mass: 0.6 m_e
Input acceptor density: 1.0e+15 cm^-3
T = 2.0 K: kT = 0.172 meV; g (J=0 lowest) = 3.94; g (J=2 lowest) = 19.43
T = 4.2 K: kT = 0.362 meV; g (J=0 lowest) = 8.57; g (J=2 lowest) = 32.98
T = 10.0 K: kT = 0.862 meV; g (J=0 lowest) = 23.51; g (J=2 lowest) = 48.67
T = 20.0 K: kT = 1.723 meV; g (J=0 lowest) = 39.74; g (J=2 lowest) = 58.16
Pauli factor 72/(4*48): 0.375
T = 4.2 K: thermal wavelength = 47.0 nm
  bound/free, J=0 lowest: 4.62e+03; J=2 lowest: 1.78e+04; with g=72: 3.88e+04
  release time, J=0 lowest: 3.58e+03 ns; J=2 lowest: 1.38e+04 ns
  weight per state at dissociation edge: 1.00e-06
  free-exciton factor, half raised by 0.3 meV: 0.718
  acceptor occupation, J=2 lowest: 1.78e-02
T = 10.0 K: thermal wavelength = 30.4 nm
  bound/free, J=0 lowest: 1.14; J=2 lowest: 2.36; with g=72: 3.5
  release time, J=0 lowest: 0.573 ns; J=2 lowest: 1.19 ns
  weight per state at dissociation edge: 3.02e-03
  free-exciton factor, half raised by 0.3 meV: 0.853
  acceptor occupation, J=2 lowest: 2.36e-06
T = 20.0 K: thermal wavelength = 21.5 nm
  bound/free, J=0 lowest: 0.0375; J=2 lowest: 0.0549; with g=72: 0.068
  release time, J=0 lowest: 0.0133 ns; J=2 lowest: 0.0195 ns
  weight per state at dissociation edge: 5.50e-02
  free-exciton factor, half raised by 0.3 meV: 0.920
  acceptor occupation, J=2 lowest: 5.49e-08
Rough bound-exciton lifetime: 1000 ns
Assumed free-exciton density: 1.0e+09 cm^-3
Assumed capture radius: 5.0 nm
Split-off weight at 20 K (44 meV): 8.2e-12
Valley shift, 9 eV times strain 1e-5: 0.09 meV
Mean acceptor spacing: 55.4 nm; overlap factor exp(-R/a): 1.5e-05
done: every assertion held
```
